# How High a Barrier Does Ten-Year Ferroelectric Bit Retention Need?: a program that tests the result

```python
"""
Retention barrier of a memory bit that is lost by one thermally activated event.
Result under test:  E = kT ln( nu t / (-ln(1-p)) )
  E  barrier under storage conditions (eV)    nu  attempt frequency (1/s)
  t  storage time (s)                         p   probability of loss per bit
  kT thermal energy (eV)
Also tested: the rate law itself, and the shifts of the required barrier caused by
many sites, a spread of barriers, an internal field, return jumps and tunnelling.
"""
import numpy as np
import mpmath as mp
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import expm
from scipy.optimize import brentq

mp.mp.dps = 60
K_EV = const.k / const.e
H_EV = const.h / const.e

nu = 1.0e13
years = 10.0
t_store = years * const.Julian_year
T_store = const.zero_Celsius + 85.0
p_target = 1.0e-6
kT = K_EV * T_store


def required_barrier(p, time, temperature, frequency):
    return K_EV * temperature * np.log(frequency * time / -np.log1p(-p))


def loss_by_counting(barrier, time, temperature):
    """Loss after nu*time separate attempts, in high precision."""
    success = mp.exp(-mp.mpf(barrier) / mp.mpf(K_EV * temperature))
    return 1 - (1 - success) ** (mp.mpf(nu) * mp.mpf(time))


E_req = required_barrier(p_target, t_store, T_store, nu)

# Invert the explicit attempt count by bisection, without the logarithmic formula.
low, high = 1.0, 3.0
for _ in range(60):
    middle = 0.5 * (low + high)
    if loss_by_counting(middle, t_store, T_store) > p_target:
        low = middle
    else:
        high = middle
E_count = 0.5 * (low + high)
assert abs(E_count - E_req) < 1e-9

# Barrier at which the expected number of events is one.
E_one_event = kT * np.log(nu * t_store)
loss_one_event = float(loss_by_counting(E_one_event, t_store, T_store))
assert abs(loss_one_event - (1 - np.exp(-1))) < 1e-9

# Rate law: thermal flux over the top of a quartic double well / well population.
b = E_req / kT
population = quad(lambda x: np.exp(-b * (1 - x * x) ** 2), -2, 0,
                  points=[-1.0], epsabs=1e-13, limit=200)[0]
# mass = 1, kT = 1, well frequency = sqrt(8 b) / (2 pi)
flux_rate = np.sqrt(1 / (2 * np.pi)) * np.exp(-b) / population
flux_ratio = flux_rate / (np.sqrt(8 * b) / (2 * np.pi) * np.exp(-b))
assert abs(flux_ratio - 1) < 0.01

# Return jumps: symmetric two-state master equation.
events = nu * t_store * np.exp(-E_req / kT)
p_return = expm(events * np.array([[-1.0, 1.0], [1.0, -1.0]]))[1, 0]
assert abs(p_return / p_target - 1) < 1e-5

# Sensitivities.
decade_shift = kT * np.log(10)
E_nu_decade = required_barrier(p_target, t_store, T_store, 10 * nu)
assert abs(E_nu_decade - E_req - decade_shift) < 1e-9
loss_lower = float(loss_by_counting(E_req - 0.1, t_store, T_store))
assert abs(loss_lower / (p_target * np.exp(0.1 / kT)) - 1) < 1e-3
E_25C = required_barrier(p_target, t_store, const.zero_Celsius + 25, nu)
E_95C = required_barrier(p_target, t_store, const.zero_Celsius + 95, nu)
assert abs(float(loss_by_counting(E_25C, t_store, const.zero_Celsius + 25))
           / p_target - 1) < 1e-6

# Many independent sites, any of which loses the bit.
sites = 100
site_shift = kT * np.log(sites)
p_site = loss_by_counting(E_req + site_shift, t_store, T_store)
assert abs(float(1 - (1 - p_site) ** sites) / p_target - 1) < 1e-4


# Gaussian spread of barriers between bits: average the loss by quadrature.
def mean_loss(mean, sigma):
    z = np.linspace(-10, 10, 20001)
    weight = np.exp(-z * z / 2) / np.sqrt(2 * np.pi)
    loss = -np.expm1(-nu * t_store * np.exp(-(mean + sigma * z) / kT))
    return np.sum(weight * loss) * (z[1] - z[0])


spreads = [0.05, 0.10]
spread_means = []
for sigma in spreads:
    mean = brentq(lambda m: np.log(mean_loss(m, sigma) / p_target), 1.8, 2.6)
    assert abs(mean - E_req - sigma ** 2 / (2 * kT)) < 1e-3
    spread_means.append(mean)

# Internal field on the nucleus: U = E0 (1-x^2)^2 - w x, escape from x near -1.
polarization_uC = 20.0
field_MV = 0.2
volume_nm3 = 15.0
work_per_MV = polarization_uC * 1e-2 * 1e8 * volume_nm3 * 1e-27 / const.e
w = work_per_MV * field_MV


def tilted_barrier(E0, work):
    s = work / E0
    x = np.sort(np.roots([4.0, 0.0, -4.0, -s]).real)
    energy = (1 - x * x) ** 2 - s * x
    return E0 * (energy[1] - energy[0])


E_zero_field = brentq(lambda E0: tilted_barrier(E0, w) - E_req, 1.5, 4.0)
series = E_zero_field - w + 3 * w * w / (16 * E_zero_field)
assert abs(series - E_req) < 3e-4
E_unprotected = tilted_barrier(E_req, w)
loss_unprotected = float(loss_by_counting(E_unprotected, t_store, T_store))
assert loss_unprotected > 1000 * p_target

# Field that switches half of the bits in a 1 ms pulse.
pulse = 1e-3
E_pulse = required_barrier(0.5, pulse, T_store, nu)
w_pulse = brentq(lambda v: tilted_barrier(E_zero_field, v) - E_pulse,
                 0.0, 1.53 * E_zero_field)
switch_field = w_pulse / work_per_MV
assert abs(float(loss_by_counting(tilted_barrier(E_zero_field, w_pulse),
                                  pulse, T_store)) - 0.5) < 1e-6
assert 0.5 < switch_field < 2.0

# Tunnelling through a parabolic barrier plus quantized well population.
u = H_EV * nu / kT
quantum_factor = np.sinh(u / 2) / np.sin(u / 2)
flux_integral = quad(lambda x: np.exp(-x / kT)
                     / (1 + np.exp(-2 * np.pi * x / (H_EV * nu))),
                     -E_req, 1.5, points=[-0.1, 0.0, 0.2], limit=400)[0]
quantum_numeric = 2 * np.sinh(u / 2) * flux_integral / (H_EV * nu)
assert abs(quantum_numeric / quantum_factor - 1) < 1e-5
quantum_shift = kT * np.log(quantum_factor)

# Bake at higher temperature with the same loss, barrier and prefactor unchanged.
T_bake = const.zero_Celsius + 150
t_bake = t_store * np.exp(-E_req / K_EV * (1 / T_store - 1 / T_bake))
assert abs(float(loss_by_counting(E_req, t_bake, T_bake)) / p_target - 1) < 1e-6

array_bits = 1e9
kJ_per_mol = E_req * const.e * const.N_A / 1000

print(f"Attempt frequency: {nu/1e12:.0f} THz")
print(f"Storage time: {years:.0f} years = {t_store:.4e} s")
print(f"Storage temperature: {T_store:.2f} K")
print(f"Target loss probability per bit: {p_target:.1e}")
print(f"Thermal energy kT: {kT:.5f} eV")
print(f"Number of attempts nu*t: {nu*t_store:.4e}")
print(f"ln(nu*t): {np.log(nu*t_store):.3f}")
print(f"ln(1/(-ln(1-p))): {-np.log(-np.log1p(-p_target)):.3f}")
print(f"Required barrier / kT: {b:.3f}")
print(f"REQUIRED BARRIER: {E_req:.4f} eV = {kJ_per_mol:.1f} kJ/mol")
print(f"Required barrier from explicit attempt count: {E_count:.4f} eV")
print(f"Event rate at required barrier: {events/t_store:.3e} 1/s")
print(f"Barrier for one expected event: {E_one_event:.4f} eV")
print(f"Loss probability at that barrier: {loss_one_event:.3f}")
print(f"Extra barrier for the target: {E_req-E_one_event:.4f} eV")
print(f"Flux rate / (nu exp(-E/kT)), quartic well: {flux_ratio:.4f}")
print(f"Relative change of loss by return jumps: {p_return/p_target-1:.1e}")
print(f"Barrier shift per decade of nu or p: {decade_shift:.4f} eV")
print(f"Loss if barrier is 0.1 eV too low: {loss_lower:.2e}")
print(f"Required barrier at 25 C: {E_25C:.3f} eV")
print(f"Required barrier at 95 C: {E_95C:.3f} eV")
print(f"Expected lost bits among {array_bits:.0e}: {array_bits*p_target:.0f}")
print(f"Barrier shift for {sites} sites per bit: {site_shift:.3f} eV")
for sigma, mean in zip(spreads, spread_means):
    print(f"Mean barrier for spread {sigma:.2f} eV: {mean:.3f} eV"
          f" (shift {mean-E_req:.3f} eV,"
          f" formula {sigma**2/(2*kT):.3f} eV)")
print(f"Polarization: {polarization_uC:.0f} uC/cm2")
print(f"Opposing internal field: {field_MV:.1f} MV/cm")
print(f"Nucleus volume: {volume_nm3:.0f} nm^3")
print(f"Field work w = P V F: {w:.4f} eV")
print(f"Second-order term 3w^2/(16 E0): {3*w*w/(16*E_zero_field):.4f} eV")
print(f"Required zero-field barrier: {E_zero_field:.3f} eV")
print(f"Barrier left if zero-field value is only {E_req:.3f} eV:"
      f" {E_unprotected:.3f} eV")
print(f"Loss probability in that case: {loss_unprotected:.3f}")
print(f"Barrier for half switching in 1 ms at 85 C: {E_pulse:.3f} eV")
print(f"Field for half switching in 1 ms at 85 C: {switch_field:.2f} MV/cm")
print(f"h nu / kT: {u:.3f}")
print(f"Quantum rate factor: {quantum_factor:.3f}")
print(f"Barrier shift by quantum factor: {quantum_shift:.4f} eV")
print(f"Equivalent bake time at 150 C: {t_bake/3600:.2f} h")
print(f"Acceleration factor of the bake: {t_store/t_bake:.3e}")
print("PASS")
```

Printed output:

```
Attempt frequency: 10 THz
Storage time: 10 years = 3.1558e+08 s
Storage temperature: 358.15 K
Target loss probability per bit: 1.0e-06
Thermal energy kT: 0.03086 eV
Number of attempts nu*t: 3.1558e+21
ln(nu*t): 49.504
ln(1/(-ln(1-p))): 13.816
Required barrier / kT: 63.319
REQUIRED BARRIER: 1.9542 eV = 188.6 kJ/mol
Required barrier from explicit attempt count: 1.9542 eV
Event rate at required barrier: 3.169e-15 1/s
Barrier for one expected event: 1.5278 eV
Loss probability at that barrier: 0.632
Extra barrier for the target: 0.4264 eV
Flux rate / (nu exp(-E/kT)), quartic well: 0.9970
Relative change of loss by return jumps: -5.0e-07
Barrier shift per decade of nu or p: 0.0711 eV
Loss if barrier is 0.1 eV too low: 2.55e-05
Required barrier at 25 C: 1.627 eV
Required barrier at 95 C: 2.009 eV
Expected lost bits among 1e+09: 1000
Barrier shift for 100 sites per bit: 0.142 eV
Mean barrier for spread 0.05 eV: 1.995 eV (shift 0.041 eV, formula 0.041 eV)
Mean barrier for spread 0.10 eV: 2.116 eV (shift 0.162 eV, formula 0.162 eV)
Polarization: 20 uC/cm2
Opposing internal field: 0.2 MV/cm
Nucleus volume: 15 nm^3
Field work w = P V F: 0.3745 eV
Second-order term 3w^2/(16 E0): 0.0113 eV
Required zero-field barrier: 2.317 eV
Barrier left if zero-field value is only 1.954 eV: 1.593 eV
Loss probability in that case: 0.113
Barrier for half switching in 1 ms at 85 C: 0.722 eV
Field for half switching in 1 ms at 85 C: 1.02 MV/cm
h nu / kT: 1.340
Quantum rate factor: 1.161
Barrier shift by quantum factor: 0.0046 eV
Equivalent bake time at 150 C: 5.23 h
Acceleration factor of the bake: 1.675e+04
PASS
```
